# Conductivity anisotropy of an ellipsoidal Fermi surface under two scattering rules: a numerical check

```python
# Conductivity anisotropy of an ellipsoidal Fermi surface, r = m_l/m_t.
# Result under test: sigma_xx/sigma_zz equals r at constant relaxation time,
# and r*(I0-I2)/(2*I2) at constant mean free path, which is weaker.
# I0, I2: integrals over u in (0,1) of 1/sqrt(1-a*u^2) and u^2/sqrt(1-a*u^2),
# with a = 1-1/r. For r=4 the ratio is (4 pi+6 sqrt3)/(4 pi-3 sqrt3).
# x, y: light directions (mass m_t); z: axis of the ellipsoid (mass m_l).
# All internal quantities are in SI units.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

hbar, e, me, kB = const.hbar, const.e, const.m_e, const.k
pi = np.pi


def fermi_surface(mt, ml, energy, nu=160, nphi=160):
    """Velocities and area elements on the surface E(k)=energy."""
    kt, kl = np.sqrt(2*mt*energy)/hbar, np.sqrt(2*ml*energy)/hbar
    nodes, weights = np.polynomial.legendre.leggauss(nu)
    phi = (np.arange(nphi) + 0.5)*2*pi/nphi
    u, p = np.meshgrid(nodes, phi, indexing="ij")
    s = np.sqrt(1 - u*u)
    k = np.array([kt*s*np.cos(p), kt*s*np.sin(p), kl*u])
    tangent_u = np.array([-kt*u/s*np.cos(p), -kt*u/s*np.sin(p),
                          kl*np.ones_like(u)])
    tangent_p = np.array([-kt*s*np.sin(p), kt*s*np.cos(p), 0*u])
    area = np.linalg.norm(np.cross(tangent_u, tangent_p, axis=0), axis=0)
    area = area*weights[:, None]*2*pi/nphi

    def band(q):
        return hbar**2*((q[0]**2 + q[1]**2)/(2*mt) + q[2]**2/(2*ml))

    velocity = np.empty_like(k)
    step = 1e-2*kt
    for i in range(3):
        shift = np.zeros((3, 1, 1))
        shift[i] = step
        velocity[i] = (band(k + shift) - band(k - shift))/(2*step*hbar)
    return velocity, area


def conductivity(surface, tau_rule, thickness=None):
    """Boltzmann tensor by surface quadrature; optional film normal to x."""
    v, area = surface
    speed = np.linalg.norm(v, axis=0)
    tau = tau_rule(speed)
    weight = area*tau/speed
    if thickness is not None:
        path = np.abs(v[0])*tau
        weight = weight*film_factor(path/thickness)
    return e**2/(4*pi**3*hbar)*np.einsum("iab,jab,ab->ij", v, v, weight)


def film_factor(x):
    """Film-averaged share of the bulk response, x = normal path/thickness."""
    return 1 - x*(1 - np.exp(-1/x))


def path_integrals(r):
    a = 1 - 1/r
    root = np.sqrt(abs(a))
    i0 = (np.arcsin(root) if a > 0 else np.arcsinh(root))/root
    return i0, (i0 - 1/np.sqrt(r))/(2*a)


def ratio_constant_path(r):
    i0, i2 = path_integrals(r)
    return r*(i0 - i2)/(2*i2)


# Model parameters of the worked example
density = 2e28
mt, ml = 0.6*me, 2.4*me
r = ml/mt
mean_path = 10e-9
thickness = 15e-9
temperature = 300.0
site_density = 7e28
dos_mass = (mt*mt*ml)**(1/3)
EF = hbar**2*(3*pi**2*density)**(2/3)/(2*dos_mass)
vt, vl = np.sqrt(2*EF/mt), np.sqrt(2*EF/ml)
kt, kl = mt*vt/hbar, ml*vl/hbar
surface = fermi_surface(mt, ml, EF)

# Constant mean free path: tensor, closed forms and trace
sig_path = conductivity(surface, lambda s: mean_path/s)
i0, i2 = path_integrals(r)
xx_formula = 1.5*density*e**2*mean_path*(i0 - i2)/(mt*vt)
zz_formula = 3*density*e**2*mean_path*i2/(ml*vt)
assert np.allclose(np.diag(sig_path), [xx_formula, xx_formula, zz_formula],
                   rtol=1e-8)
assert np.max(np.abs(sig_path - np.diag(np.diag(sig_path)))) < 1e-9*xx_formula
ecc = np.sqrt(1 - (kt/kl)**2)
area_formula = 2*pi*kt**2*(1 + kl/(kt*ecc)*np.arcsin(ecc))
trace_formula = e**2*mean_path*area_formula/(4*pi**3*hbar)
assert abs(np.trace(sig_path)/trace_formula - 1) < 1e-8

# Constant relaxation time, chosen to give the same trace
tau = trace_formula/(density*e**2*(2/mt + 1/ml))
sig_time = conductivity(surface, lambda s: tau + 0*s)
assert np.allclose(np.diag(sig_time),
                   density*e**2*tau/np.array([mt, mt, ml]), rtol=1e-8)
assert abs(np.trace(sig_time)/np.trace(sig_path) - 1) < 1e-8
ratio_time = sig_time[0, 0]/sig_time[2, 2]
ratio_path = sig_path[0, 0]/sig_path[2, 2]
special = (4*pi + 6*np.sqrt(3))/(4*pi - 3*np.sqrt(3))
assert abs(ratio_path - special) < 1e-7
assert r/2 < ratio_path < ratio_time

# Other mass ratios: direct quadrature, ordering and both limits
for q in (0.1, 0.25, 0.7, 1.3, 2.0, 8.0, 25.0):
    sig = conductivity(fermi_surface(mt, q*mt, EF), lambda s: mean_path/s)
    direct = sig[0, 0]/sig[2, 2]
    assert abs(direct/ratio_constant_path(q) - 1) < 1e-7
    assert 0 < np.log(direct)/np.log(q) < 1
    if q > 1:
        assert direct > q/2
slope = (ratio_constant_path(1.001) - ratio_constant_path(0.999))/0.002
assert abs(slope - 0.8) < 1e-4
assert abs(ratio_constant_path(1e6)/1e6 - 0.5) < 2e-3

# Cause: longer life of slow carriers weakens, the opposite rule strengthens
sig_reverse = conductivity(surface, lambda s: tau*s/vt)
ratio_reverse = sig_reverse[0, 0]/sig_reverse[2, 2]
assert ratio_path < ratio_time < ratio_reverse

# Surface-normal description: area per solid angle of the normal direction


def normal_weight(c):
    return kt**4*kl**2/(kt**2*(1 - c*c) + kl**2*c*c)**2


zz_normal = quad(lambda c: 4*pi*c*c*normal_weight(c)/kt**2, 0, 1)[0]*kt**2
zz_normal *= e**2*mean_path/(4*pi**3*hbar)
assert abs(zz_normal/sig_path[2, 2] - 1) < 1e-8

# Film: relaxation equation from a diffuse surface, solved numerically
for x in (0.2, 1.0, 5.0):
    run = solve_ivp(lambda pos, y: [(1 - y[0])/x, y[0]], (0, 1), [0, 0],
                    rtol=1e-9, atol=1e-11)
    assert run.success and abs(run.y[1, -1] - film_factor(x)) < 1e-7
fine = fermi_surface(mt, ml, EF, 160, 800)
coarse = fermi_surface(mt, ml, EF, 80, 400)
film_path = conductivity(fine, lambda s: mean_path/s, thickness)
film_time = conductivity(fine, lambda s: tau + 0*s, thickness)
check_path = conductivity(coarse, lambda s: mean_path/s, thickness)
check_time = conductivity(coarse, lambda s: tau + 0*s, thickness)
# The kink at zero normal velocity limits the quadrature accuracy.
assert np.allclose(np.diag(film_path), np.diag(check_path), rtol=2e-4)
assert np.allclose(np.diag(film_time), np.diag(check_time), rtol=2e-4)
film_ratio_path = film_path[1, 1]/film_path[2, 2]
film_ratio_time = film_time[1, 1]/film_time[2, 2]

# Thermal smearing at fixed density, energy-independent mean free path
t = kB*temperature/EF


def thermal_average(function):
    return quad(lambda x: function(x)/(4*np.cosh(x/2)**2), -40, 40,
                epsabs=1e-13, epsrel=1e-12)[0]


mu = brentq(lambda m: thermal_average(lambda x: (m + t*x)**1.5) - 1,
            0.9, 1.1, xtol=1e-14)
thermal_factor = thermal_average(lambda x: mu + t*x)
assert abs((1 - thermal_factor)/(pi**2*t**2/12) - 1) < 1e-2
hot = conductivity(fermi_surface(mt, ml, 1.1*EF), lambda s: mean_path/s)
assert np.allclose(hot, 1.1*sig_path, rtol=1e-8, atol=1e-8*xx_formula)
zone_radius = (6*pi**2*site_density)**(1/3)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("carrier density", density*1e-6, "cm^-3")
show("light mass m_t", mt/me, "m_e")
show("heavy mass m_l", ml/me, "m_e")
show("mass ratio r", r)
show("mean free path", mean_path*1e9, "nm")
show("Fermi energy", EF/e, "eV")
show("semi-axis k_t", kt*1e-9, "nm^-1")
show("semi-axis k_l", kl*1e-9, "nm^-1")
show("Fermi surface area", area_formula*1e-18, "nm^-2")
show("speed at equator", vt*1e-3, "km/s")
show("speed at pole", vl*1e-3, "km/s")
show("constant path: tau at equator", mean_path/vt*1e15, "fs")
show("constant path: tau at pole", mean_path/vl*1e15, "fs")
show("matched constant tau", tau*1e15, "fs")
show("I0", i0, digits=6)
show("I2", i2, digits=6)
show("trace of sigma, both rules", trace_formula*1e-6, "MS/m")
for name, sig in (("constant tau", sig_time), ("constant path", sig_path)):
    show(name + ": sigma_xx", sig[0, 0]*1e-6, "MS/m")
    show(name + ": sigma_zz", sig[2, 2]*1e-6, "MS/m")
    show(name + ": rho_xx", 1e8/sig[0, 0], "uOhm cm")
    show(name + ": rho_zz", 1e8/sig[2, 2], "uOhm cm")
show("anisotropy, constant tau", ratio_time, digits=6)
show("anisotropy, constant path", ratio_path, digits=6)
show("constant path / constant tau anisotropy", ratio_path/ratio_time)
show("anisotropy, tau proportional to speed", ratio_reverse)
show("oblate r=1/4: sigma_zz/sigma_xx, constant path",
     1/ratio_constant_path(0.25))
show("film thickness", thickness*1e9, "nm")
for name, film, bulk in (("constant tau", film_time, sig_time),
                         ("constant path", film_path, sig_path)):
    show("film/bulk sigma_yy, " + name, film[1, 1]/bulk[1, 1], digits=3)
    show("film/bulk sigma_zz, " + name, film[2, 2]/bulk[2, 2], digits=3)
show("film sigma_yy/sigma_zz, constant tau", film_ratio_time, digits=3)
show("film sigma_yy/sigma_zz, constant path", film_ratio_path, digits=3)
show("temperature", temperature, "K")
show("thermal energy / Fermi energy", t, digits=3)
show("thermal loss of sigma, constant path", 1 - thermal_factor, digits=2)
show("k_t times mean free path", kt*mean_path, digits=3)
show("transverse subbands k_t d/pi", kt*thickness/pi, digits=3)
show("assumed site density", site_density*1e-6, "cm^-3")
show("zone-sphere radius", zone_radius*1e-9, "nm^-1")
show("k_l / zone-sphere radius", kl/zone_radius, digits=3)
print("no test failed")
```

Output:

```
carrier density: 2e+22 cm^-3
light mass m_t: 0.6 m_e
heavy mass m_l: 2.4 m_e
mass ratio r: 4
mean free path: 10 nm
Fermi energy: 2.821 eV
semi-axis k_t: 6.665 nm^-1
semi-axis k_l: 13.33 nm^-1
Fermi surface area: 954.1 nm^-2
speed at equator: 1286 km/s
speed at pole: 643 km/s
constant path: tau at equator: 7.776 fs
constant path: tau at pole: 15.55 fs
matched constant tau: 8.861 fs
I0: 1.2092
I2: 0.4728
trace of sigma, both rules: 18.73 MS/m
constant tau: sigma_xx: 8.323 MS/m
constant tau: sigma_zz: 2.081 MS/m
constant tau: rho_xx: 12.02 uOhm cm
constant tau: rho_zz: 48.06 uOhm cm
constant path: sigma_xx: 8.068 MS/m
constant path: sigma_zz: 2.59 MS/m
constant path: rho_xx: 12.39 uOhm cm
constant path: rho_zz: 38.61 uOhm cm
anisotropy, constant tau: 4
anisotropy, constant path: 3.11506
constant path / constant tau anisotropy: 0.7788
anisotropy, tau proportional to speed: 5.028
oblate r=1/4: sigma_zz/sigma_xx, constant path: 2.985
film thickness: 15 nm
film/bulk sigma_yy, constant tau: 0.742
film/bulk sigma_zz, constant tau: 0.742
film/bulk sigma_yy, constant path: 0.754
film/bulk sigma_zz, constant path: 0.718
film sigma_yy/sigma_zz, constant tau: 4
film sigma_yy/sigma_zz, constant path: 3.27
temperature: 300 K
thermal energy / Fermi energy: 0.00916
thermal loss of sigma, constant path: 6.9e-05
k_t times mean free path: 66.7
transverse subbands k_t d/pi: 31.8
assumed site density: 7e+22 cm^-3
zone-sphere radius: 16.06 nm^-1
k_l / zone-sphere radius: 0.83
no test failed
```
